# Compensation Strengths in the PAW Hamiltonian: Blöchl and Kresse Conventions: a program that tests the result

```python
"""PAW compensation strengths: Dhat_ij = sum_L q^L_ij * integral(vhat g_L Y_L).

vhat is the part of the smooth potential that couples to the compensation
density nhat = sum_ij rho_ij sum_L q^L_ij g_L(r) Y_L:
    vhat = v_H[ns + nhat + n_ion] + eta*v_x[ns + eta*nhat + nc] + beta*vbar
eta = 0: Bloechl convention, eta = 1: Kresse convention for exchange.
beta = 0: vbar acts on the smooth density ns only; beta = 1: also on nhat.
ns: smooth valence density, nc: smooth core density, n_ion: smooth ion charge.
q^L_ij: multipole moments of true minus smooth partial-wave products.
System: hydrogen 1s and 2p_z waves, prescribed occupation matrix rho,
unpolarized local-density exchange. Hartree atomic units; all m = 0.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
rc, rmax = 1.2, 40.0
rho = np.array([[0.7, 0.2], [0.2, 0.3]])
core_height, vbar_height = 0.1, -0.5

# Radial Gauss panels with a boundary exactly at rc; Gauss grid in cos(theta)
order = 12
x, w = leg.leggauss(order)
primitive = np.array([leg.legval(x, leg.legint(np.eye(order)[k], lbnd=-1))
                      for k in range(order)]).T
cum_matrix = primitive @ np.linalg.inv(leg.legvander(x, order - 1))
edges = np.concatenate((np.linspace(0, rc, 9),
                        np.geomspace(rc, rmax, 25)[1:]))
half = np.diff(edges) / 2
middle = (edges[1:] + edges[:-1]) / 2
r = (middle[:, None] + half[:, None] * x).ravel()
wr = (half[:, None] * w).ravel()
mu, wmu = leg.leggauss(40)
weight = 2 * np.pi * np.outer(wr * r**2, wmu)
inside = r < rc
mask = inside[:, None].astype(float)
Y = [np.sqrt((2 * L + 1) / (4 * np.pi)) * leg.legval(mu, np.eye(3)[L])
     for L in range(3)]


def integral(f):
    return np.sum(weight * f, axis=(-2, -1))


def cumulative(f):
    """Integral from 0 to every radial node, and the total integral."""
    f = f.reshape(-1, order)
    panel = half * (f @ w)
    start = np.cumsum(panel) - panel
    return (start[:, None] + half[:, None] * (f @ cum_matrix.T)).ravel(), panel.sum()


def hartree(n):
    """Coulomb potential of a density that contains L = 0, 1, 2 only."""
    v = np.zeros_like(n)
    for L in range(3):
        nL = 2 * np.pi * n @ (wmu * Y[L])
        inner, _ = cumulative(nL * r**(L + 2))
        outer, total = cumulative(nL * r**(1.0 - L))
        vL = inner / r**(L + 1) + r**L * (total - outer)
        v += np.outer(4 * np.pi / (2 * L + 1) * vL, Y[L])
    return v


def exchange_energy(n):
    return integral(-0.75 * (3 / np.pi)**(1 / 3) * n**(4 / 3))


def exchange_potential(n):
    return -(3 * n / np.pi)**(1 / 3)


# True waves A r^l exp(-k r); smooth waves r^l (a + b r^2 + c r^4) inside rc
true_waves, smooth_waves = [], []
for l, A, k in ((0, 2.0, 1.0), (1, 1 / np.sqrt(24), 0.5)):
    f = A * np.exp(-k * r)
    match = np.array([[1, rc**2, rc**4], [0, 2 * rc, 4 * rc**3],
                      [0, 2, 12 * rc**2]])
    a, b, c = np.linalg.solve(match, A * np.exp(-k * rc) * np.array([1, -k, k * k]))
    fs = np.where(inside, a + b * r**2 + c * r**4, f)
    true_waves.append(np.outer(r**l * f, Y[l]))
    smooth_waves.append(np.outer(r**l * fs, Y[l]))
true_waves, smooth_waves = np.array(true_waves), np.array(smooth_waves)
true_pair = true_waves[:, None] * true_waves[None, :]
smooth_pair = smooth_waves[:, None] * smooth_waves[None, :]
assert np.allclose(integral(true_pair), np.eye(2), atol=1e-10)

# Compensation shapes, moments and pair densities
bump = np.where(inside, (1 - (r / rc)**2)**3, 0.0)
shape, q = [], []
for L in range(3):
    g = r**L * bump
    g = g / np.sum(wr * g * r**(L + 2))
    shape.append(np.outer(g, Y[L]))
    q.append(integral(np.outer(r**L, Y[L]) * (true_pair - smooth_pair)))
shape, q = np.array(shape), np.array(q)
hat_pair = np.einsum("lij,lrm->ijrm", q, shape)


def density(occupation, pairs):
    return np.einsum("ij,ijrm->rm", occupation, pairs)


n_true = density(rho, true_pair)
ns = density(rho, smooth_pair)
nhat = density(rho, hat_pair)
nc = core_height * bump[:, None] * np.ones_like(mu)
vbar = vbar_height * bump[:, None] * np.ones_like(mu)
v_ion = hartree(-shape[0] * Y[0][0])      # integrated charge is -1
v_nucleus = -1 / r[:, None]
assert np.min((ns + nhat + nc)[inside]) > 0

# The compensated density must give the true potential outside the sphere
v_true = hartree(n_true)
outside_error = np.max(np.abs((hartree(ns + nhat) - v_true)[~inside]))
uncompensated_error = np.max(np.abs((hartree(ns) - v_true)[~inside]))
assert outside_error < 1e-9 and uncompensated_error > 1e-3
assert np.max(np.abs((v_ion - v_nucleus)[~inside])) < 1e-9


def smooth_energy(n_s, n_h, eta, beta):
    """Smooth energy without its kinetic term."""
    n = n_s + n_h
    return (exchange_energy(n_s + eta * n_h + nc)
            + integral(n * (0.5 * hartree(n) + v_ion))
            + integral(vbar * (n_s + beta * n_h)))


def finite_difference(eta, beta, vary_smooth):
    """Derivative by rho_ij through nhat only, or through nhat and ns."""
    result, h = np.zeros((2, 2)), 1e-4
    for i in range(2):
        for j in range(2):
            energies = []
            for sign in (1, -1):
                changed = rho.copy()
                changed[i, j] += sign * h
                n_s = density(changed, smooth_pair) if vary_smooth else ns
                energies.append(smooth_energy(n_s, density(changed, hat_pair),
                                              eta, beta))
            result[i, j] = (energies[0] - energies[1]) / (2 * h)
    return result


def strengths(potential):
    """Sum over L of moment times integral of potential and shape."""
    return np.einsum("lij,l->ij", q, integral(potential * shape))


# All-electron potential matrix, directly from its definition
reference = integral(true_pair * (v_true + v_nucleus + exchange_potential(n_true)))
true_one = integral(mask * true_pair * (hartree(mask * n_true) + v_nucleus
                                        + exchange_potential(n_true)))
v_es = hartree(ns + nhat) + v_ion
v_es_one = hartree(mask * ns + nhat) + v_ion
cases = {"Bloechl": (0, 0), "Kresse": (1, 0), "Kresse+vbar": (1, 1)}
Dhat, numeric, complete = {}, {}, {}
for name, (eta, beta) in cases.items():
    vx = exchange_potential(ns + eta * nhat + nc)
    v_hat = v_es + eta * vx + beta * vbar
    Dhat[name] = strengths(v_hat)
    numeric[name] = finite_difference(eta, beta, False)
    # Finite-difference truncation is of order h^2 = 1e-8
    assert np.max(np.abs(Dhat[name] - numeric[name])) < 1e-7
    local = integral(smooth_pair * (v_es + vx + vbar))
    full_numeric = finite_difference(eta, beta, True)
    assert np.max(np.abs(local + Dhat[name] - full_numeric)) < 1e-7
    vx_one = exchange_potential(mask * ns + eta * nhat + nc)
    smooth_one = (integral(mask * smooth_pair * (v_es_one + vx_one + vbar))
                  + strengths(v_es_one + eta * vx_one + beta * vbar))
    complete[name] = local + Dhat[name] + true_one - smooth_one
    assert np.max(np.abs(complete[name] - reference)) < 1e-8

# Wrongly adding exchange or vbar to Dhat for the Bloechl energy
wrong_x = strengths(v_es + exchange_potential(ns + nc)) - numeric["Bloechl"]
wrong_vbar = strengths(v_es + vbar) - numeric["Bloechl"]
assert abs(wrong_x[0, 0]) > 1e-3 and abs(wrong_vbar[0, 0]) > 1e-3

# A d component that the s and p projectors cannot see: ns differs from its
# one-centre expansion, so the two exchange conventions give different energies
d_occupation = 0.2
d_density = d_occupation * 8 / 45 * np.outer(r**4 * np.exp(-2 * r), Y[2]**2)
assert abs(integral(d_density) - d_occupation) < 1e-9
energy_gap = (exchange_energy(ns + d_density + nhat + nc)
              - exchange_energy(ns + d_density + nc)
              - exchange_energy(ns + nhat + nc) + exchange_energy(ns + nc))
assert abs(energy_gap) > 1e-8

elements = (("ss", 0, 0), ("sp", 0, 1), ("pp", 1, 1))
print(f"sphere radius = {rc:.1f} bohr")
print(f"rho_ss, rho_sp, rho_pp = {rho[0,0]:.1f}, {rho[0,1]:.1f}, {rho[1,1]:.1f}")
print(f"core density at centre = {core_height:.1f} bohr^-3")
print(f"vbar at centre = {vbar_height:.1f} Ha")
for L, label, i, j in ((0, "ss", 0, 0), (1, "sp", 0, 1),
                       (0, "pp", 1, 1), (2, "pp", 1, 1)):
    print(f"moment q L={L} {label} = {q[L,i,j]:.6f} bohr^{L}")
print(f"compensation charge = {integral(nhat):.6f} electrons")
print(f"max outside potential error without nhat = {uncompensated_error:.6f} Ha")
print(f"max outside potential error with nhat = {outside_error:.1e} Ha")
vx_kresse = exchange_potential(ns + nhat + nc)
for L in range(3):
    unit = "Ha" if L == 0 else f"Ha bohr^-{L}"
    print(f"integral v_H g Y, L={L} = {integral(v_es*shape[L]):.6f} {unit}")
    print(f"integral v_x g Y (Kresse), L={L} = {integral(vx_kresse*shape[L]):.6f} {unit}")
    print(f"integral vbar g Y, L={L} = {integral(vbar*shape[L]):.6f} {unit}")
for name in cases:
    for label, i, j in elements:
        value = Dhat[name][i, j]
        print(f"Dhat {label} {name} = {value:.7f} Ha = {value*HARTREE_EV:.5f} eV")
    error = np.max(np.abs(Dhat[name] - numeric[name]))
    print(f"max finite-difference deviation {name} = {error:.1e} Ha")
for label, i, j in elements:
    print(f"all-electron potential matrix {label} = {reference[i,j]:.7f} Ha")
for name in cases:
    error = np.max(np.abs(complete[name] - reference))
    print(f"max PAW matrix deviation {name} = {error:.1e} Ha")
for label, i, j in elements:
    print(f"error, exchange added to Bloechl Dhat {label} = {wrong_x[i,j]:.6f} Ha")
print(f"error, vbar added to Bloechl Dhat ss = {wrong_vbar[0,0]:.6f} Ha")
print(f"unseen d occupation = {d_occupation:.1f} electrons")
print(f"Kresse minus Bloechl energy with unseen d = {energy_gap:.3e} Ha")
print("tests ok")
```

Printed output:

```
sphere radius = 1.2 bohr
rho_ss, rho_sp, rho_pp = 0.7, 0.2, 0.3
core density at centre = 0.1 bohr^-3
vbar at centre = -0.5 Ha
moment q L=0 ss = 0.016103 bohr^0
moment q L=1 sp = 0.000455 bohr^1
moment q L=0 pp = 0.000037 bohr^0
moment q L=2 pp = 0.000016 bohr^2
compensation charge = 0.039999 electrons
max outside potential error without nhat = 0.033546 Ha
max outside potential error with nhat = 1.2e-15 Ha
integral v_H g Y, L=0 = -2.968186 Ha
integral v_x g Y (Kresse), L=0 = -1.662279 Ha
integral vbar g Y, L=0 = -0.793266 Ha
integral v_H g Y, L=1 = 0.068347 Ha bohr^-1
integral v_x g Y (Kresse), L=1 = -0.027813 Ha bohr^-1
integral vbar g Y, L=1 = -0.000000 Ha bohr^-1
integral v_H g Y, L=2 = 0.006745 Ha bohr^-2
integral v_x g Y (Kresse), L=2 = -0.002409 Ha bohr^-2
integral vbar g Y, L=2 = -0.000000 Ha bohr^-2
Dhat ss Bloechl = -0.0477979 Ha = -1.30065 eV
Dhat sp Bloechl = 0.0000311 Ha = 0.00085 eV
Dhat pp Bloechl = -0.0001111 Ha = -0.00302 eV
max finite-difference deviation Bloechl = 2.6e-13 Ha
Dhat ss Kresse = -0.0745663 Ha = -2.02905 eV
Dhat sp Kresse = 0.0000184 Ha = 0.00050 eV
Dhat pp Kresse = -0.0001735 Ha = -0.00472 eV
max finite-difference deviation Kresse = 4.1e-13 Ha
Dhat ss Kresse+vbar = -0.0873406 Ha = -2.37666 eV
Dhat sp Kresse+vbar = 0.0000184 Ha = 0.00050 eV
Dhat pp Kresse+vbar = -0.0002032 Ha = -0.00553 eV
max finite-difference deviation Kresse+vbar = 1.8e-13 Ha
all-electron potential matrix ss = -0.7454642 Ha
all-electron potential matrix sp = 0.0014639 Ha
all-electron potential matrix pp = -0.0998695 Ha
max PAW matrix deviation Bloechl = 5.0e-16 Ha
max PAW matrix deviation Kresse = 4.9e-16 Ha
max PAW matrix deviation Kresse+vbar = 4.7e-16 Ha
error, exchange added to Bloechl Dhat ss = -0.025521 Ha
error, exchange added to Bloechl Dhat sp = -0.000012 Ha
error, exchange added to Bloechl Dhat pp = -0.000059 Ha
error, vbar added to Bloechl Dhat ss = -0.012774 Ha
unseen d occupation = 0.2 electrons
Kresse minus Bloechl energy with unseen d = -1.059e-05 Ha
tests ok
```
